# Counting leakage electrons in a 20 nm hafnia capacitor

## Problem

A hafnia-based film 10 nm thick lies between two flat TiN electrodes, each 20 nm by 20 nm. At 1 V and 300 K the steady leakage current density, measured on much larger capacitors of the same kind, is $J=10^{-7}$ A/cm².

(a) How many electrons per second cross the small capacitor on average? Does it matter if they stop in a trap on the way?

(b) How irregular are the arrivals, and how long must one count to find the rate to 10 percent?

(c) How much may the rate differ between nominally equal capacitors?

(d) How does the leakage compare with the charge that the capacitor holds?

(e) How does the rate change with size, field and temperature, and could the electrons be tunnelling straight through the film?

Take these rough material values: static relative permittivity $k_s=30$, optical relative permittivity $k_o=4$, remanent polarization $P_r=20$ µC/cm², trap depth 1 eV, electrode barrier 2 eV, tunnelling mass $0.2\,m_e$ and breakdown field 4 MV/cm.

## Solution

### (a) The mean rate

"Steady" means that the currents which charge the capacitor and rearrange its trapped charge have died away. The voltage is held fixed, and rates are counted positive in the direction of net electron flow.

The side is $L=20$ nm $=2\times10^{-6}$ cm, so

$$A=L^2=4\times10^{-12}\ \text{cm}^2,\qquad I=JA=4\times10^{-19}\ \text{A}.$$

A current is charge per unit time. If each transit carries a charge of magnitude $e$, then $I=er$, and

$$r=\frac{JA}{e}=\frac{4\times10^{-19}\ \text{C/s}}{1.602\times10^{-19}\ \text{C}}\approx 2.5\ \text{s}^{-1}.$$

The mean interval is $1/r\approx0.40$ s. A current density that looks continuous on a large capacitor is here a sequence of separate events.

A stop in a trap does not change this count. To see why, place a thin sheet of total charge $q$ at distance $x$ from the left plate, in a film of thickness $d$ and uniform permittivity $\epsilon$. The constant plate charge due to the battery can be left out by superposition, so let both plates have the same potential. With fields $E_L$ and $E_R$ on the two sides of the sheet, equal potentials and Gauss's law give

$$E_Lx+E_R(d-x)=0,\qquad \epsilon(E_R-E_L)=\frac{q}{A}.$$

The first equation gives $E_L=-E_R(d-x)/x$. Inserting this in the second gives $\epsilon E_R\,d/x=q/A$, hence

$$E_R=\frac{q}{\epsilon A}\frac{x}{d}.$$

The charge induced on the right plate is $-\epsilon AE_R=-qx/d$. For an electron, $q=-e$, it is $+ex/d$.

When the electron hops from the left plate to $x$, electrons of total charge magnitude $ex/d$ must therefore leave the right plate through the wire. When it then hops into that plate, it adds $-e$ to the induced charge $+ex/d$. The excess, of magnitude $e(1-x/d)$, also leaves through the wire. The two pulses add up to

$$e\frac{x}{d}+e\left(1-\frac{x}{d}\right)=e.$$

A trap at $x/d=0.3$ splits the pulse into $0.3e$ and $0.7e$. Near the rim of a small capacitor the split differs, because the plates are not wide compared with $d$, but a complete transit still transfers one electron.

### (b) Irregular arrivals

Suppose first that transits are independent, one-way events with a constant probability $r\,dt$ in each short time $dt$. Neglecting return transits is reasonable because 1 V is far above the thermal voltage, about 0.026 V at 300 K. Let $P_n(t)$ be the probability of $n$ transits in time $t$. A count of $n$ is entered from $n-1$ and left towards $n+1$, so

$$\frac{dP_0}{dt}=-rP_0,\qquad \frac{dP_n}{dt}=r(P_{n-1}-P_n)\quad(n\ge1).$$

Put $P_n=e^{-rt}u_n$. The loss term cancels, leaving $du_0/dt=0$ and $du_n/dt=ru_{n-1}$. With $u_0(0)=1$ and all other $u_n(0)=0$, repeated integration gives $u_n=(rt)^n/n!$, and therefore

$$P_n(t)=\frac{(rt)^n}{n!}e^{-rt}.$$

This is the Poisson distribution. In one second the probabilities of 0, 1, 2 and 3 transits are 0.08, 0.21, 0.26 and 0.21. A second without any electron is thus no sign of a fault.

To find the spread, note that

$$\langle n\rangle=\sum_n nP_n=rt,\qquad \langle n(n-1)\rangle=(rt)^2,$$

because the factors $n$ and $n(n-1)$ cancel the first factors of $n!$ and leave a full exponential series. The variance is $(rt)^2+rt-(rt)^2=rt$, equal to the mean.

A path through a single trap has some memory: the trap must empty before it can fill again. Let $c$ be the filling rate of the empty trap and $w$ the rate at which the full one empties into the right electrode. Returns to the left electrode are neglected here; frequent returns would bring the counts back towards Poisson statistics. Each waiting time is exponentially distributed. For the first,

$$\langle t\rangle=\int_0^\infty t\,c\,e^{-ct}dt=\frac1c,\qquad \langle t^2\rangle=\frac{2}{c^2},$$

so its variance is $1/c^2$. The two waits are independent, and a full cycle has mean $\mu$ and variance $v$ given by

$$\mu=\frac1c+\frac1w=\frac{c+w}{cw},\qquad v=\frac1{c^2}+\frac1{w^2}=\frac{c^2+w^2}{c^2w^2}.$$

The rate of this path is $1/\mu=cw/(c+w)$. After many cycles, $n\approx t/\mu$, the total duration of $n$ cycles has variance $nv$. A timing error $\delta t$ shifts the count by $\delta t/\mu$, so the count has variance $nv/\mu^2$. The long-time ratio of variance to mean is

$$F=\frac{v}{\mu^2}=\frac{c^2+w^2}{(c+w)^2}.$$

Subtracting one half shows the lower limit:

$$F-\frac12=\frac{2c^2+2w^2-(c+w)^2}{2(c+w)^2}=\frac{(c-w)^2}{2(c+w)^2}\ge0.$$

Equal rates give $F=0.5$, and rates in the ratio 1:10 give $F=0.83$. When one step is much slower than the other, $F$ tends to 1: a single slow event then sets the timing, as in the Poisson case.

Several independent paths do not remove this memory at long times. Their means add and their variances add, so identical paths keep the same $F$. Poisson counts do emerge for many weak paths in a window much shorter than the cycle time of each path, since a path then rarely contributes twice. With four equal paths sharing 2.5 transits per second, one cycle lasts about 1.6 s. A one-second window is not short by this standard, and the probabilities above are then an approximation unless one step dominates.

For a long count, $n=rt$ has standard deviation $\sqrt{Frt}$. A relative standard deviation $\delta$ requires

$$\delta=\frac{\sqrt{Frt}}{rt}=\sqrt{\frac{F}{rt}}\quad\Longrightarrow\quad t=\frac{F}{r\delta^2}.$$

For $\delta=0.1$ this is 40 s with $F=1$ and 20 s with $F=0.5$. Since $\delta$ is one standard deviation, about one such count in three still misses the true rate by more than 10 percent. These times assume a perfect electron counter and a rate that does not drift.

### (c) Differences between capacitors

The measured $J$ is an average over a large area. If the current runs through scattered defect paths, a small capacitor samples few of them. As an illustration, take a density of $10^{12}$ active paths per cm², placed independently at random. The mean number in one capacitor is

$$N=10^{12}\ \text{cm}^{-2}\times4\times10^{-12}\ \text{cm}^2=4.$$

Random placement in area follows the same Poisson law as random arrival in time. The probability of no path is $e^{-4}\approx0.018$.

Let a path carry a current proportional to its strength $g$. Divide the area into cells so small that each contains a path with small probability $p$. One cell contributes mean $p\langle g\rangle$ and variance $p\langle g^2\rangle-p^2\langle g\rangle^2$. As the cells shrink, the second term becomes negligible. Since the probabilities $p$ sum to $N$, the whole capacitor has mean $N\langle g\rangle$ and variance $N\langle g^2\rangle$. The relative standard deviation is

$$\frac{\sqrt{N\langle g^2\rangle}}{N\langle g\rangle}=\sqrt{\frac{\langle g^2\rangle}{N\langle g\rangle^2}}.$$

Equal paths give $1/\sqrt4=0.50$. Trap currents depend exponentially on energies and distances, so unequal strengths are more plausible. Let $g=g_0e^{sz}$, where $z$ is a normal variable of zero mean and unit variance. Completing the square in the Gaussian integral gives $\langle e^{az}\rangle=e^{a^2/2}$. With $a=s$ and $a=2s$,

$$\frac{\langle g^2\rangle}{\langle g\rangle^2}=\frac{e^{2s^2}}{e^{s^2}}=e^{s^2}.$$

For $s=1$ the relative spread is $\sqrt{e^{1}/4}=0.82$, where $e^1$ is the exponential, not the charge. The average of 2.5 electrons per second then comes with a standard deviation of about 2.1 per second between capacitors. Counting one capacitor for longer sharpens its own rate but does not reduce this spread.

This is a mild case. If the strengths differ through thermal activation energies, $s=1$ at 300 K means a standard deviation of only $k_BT\approx0.026$ eV in energy. A standard deviation of 0.05 eV gives $s\approx1.9$ and a relative spread of about 3, with most capacitors below the mean and a few far above it.

### (d) Comparison with stored charge

Treat the film first as a linear dielectric. The field is $E=V/d=1$ MV/cm, and the capacitance is

$$C=\frac{\epsilon_0k_sA}{d}=1.06\times10^{-17}\ \text{F}.$$

At 1 V it stores $CV/e\approx66$ electrons. If the initial leakage continued unchanged, this charge would last

$$\frac{CV}{I}=\frac{\epsilon_0k_sEA}{JA}=\frac{\epsilon_0k_sE}{J}\approx27\ \text{s}.$$

In this flat-plate estimate the area cancels: shrinking the plates reduces charge and mean current equally. What changes is the graininess. On an isolated capacitor one transit lowers the voltage by $e/C\approx15$ mV. These numbers suit a film cut to the size of the plates, with surroundings of low permittivity: the capacitance is then higher by a few percent in vacuum and by about one sixth in a silica-like insulator of permittivity 3.9. If the film continues beyond them, the field at the rim raises the capacitance by roughly one half, because the plates are only two film thicknesses wide. The stored charge then grows, and the voltage step shrinks, by the same factor. The times based on the stored charge grow by that factor only if the leakage current stays the same, which the changed field at the rim does not guarantee.

The leakage of an isolated capacitor falls as its field falls. Charge conservation gives $\epsilon_0k_s\,dE/dt=-J(E)$, so the mean-current estimate for losing the first tenth is

$$t_{10}=\int_{0.9E_0}^{E_0}\frac{\epsilon_0k_s}{J(E)}\,dE,$$

where $E_0$ is the initial field. Constant leakage gives 2.7 s. The purely thermal law of part (e), with fixed trap filling, gives 4.2 s, because $J(E)<J(E_0)$ throughout the integral. About 6.6 electrons make up this tenth, so individual discharge times scatter appreciably about the smooth estimate.

A ferroelectric also has switchable polarization. Reversal from $-P_r$ to $+P_r$ moves

$$\frac{2P_rA}{e}\approx1000\ \text{electrons}$$

through the circuit. Leakage would take about 400 s to pass the same number. That is a comparison of charges, not a retention time: an electron crossing the film does not by that act reverse the polarization.

### (e) Conditions of use and direct tunnelling

**Field and temperature.** Assume that electrons escape thermally from traps which are positively charged when empty (the Poole-Frenkel model). Along the direction of easiest escape, at distance $x$ from the trap, the potential energy relative to the unperturbed band edge is

$$U(x)=-\frac{e^2}{4\pi\epsilon_0k_ox}-eEx.$$

The optical permittivity enters on the assumption that the ions do not follow the escape. At the maximum,

$$\frac{dU}{dx}=\frac{e^2}{4\pi\epsilon_0k_ox^2}-eE=0
\quad\Longrightarrow\quad x_m=\sqrt{\frac{e}{4\pi\epsilon_0k_oE}}.$$

The two terms of $U$ are equal there, so the barrier is lowered by

$$\Delta=2eEx_m=\sqrt{\frac{e^3E}{\pi\epsilon_0k_o}}\approx0.38\ \text{eV}.$$

This leaves 0.62 eV of the trap depth $\phi=1$ eV. The maximum lies at $x_m=\Delta/(2eE)\approx1.9$ nm, well within the film thickness. If the filling of the traps stays fixed and the prefactor is proportional to the field but independent of temperature, the model is

$$J\propto E\exp\left[-\frac{\phi-\Delta(E)}{k_BT}\right].$$

At fixed field, heating from 300 K to 358 K multiplies $J$ by

$$\exp\left[\frac{\phi-\Delta}{k_B}\left(\frac1{300\ \text{K}}-\frac1{358\ \text{K}}\right)\right]\approx49.$$

At fixed temperature, a field 10 percent higher gives

$$1.1\exp\left[\frac{\Delta(\sqrt{1.1}-1)}{k_BT}\right]\approx2.25.$$

These factors describe escape over the top of the barrier only. An electron can also tunnel through it. For a trap in the middle of the film, 5 nm from the right electrode, the exponent for tunnelling out at the trap level is

$$\frac{2}{\hbar}\int\sqrt{2m\,[U(x)+\phi]}\,dx\approx15$$

with $m=0.2\,m_e$, the integral running over the part of these 5 nm where the bracket is positive. The thermal exponent $(\phi-\Delta)/k_BT$ is 24 at 300 K. With similar prefactors, tunnelling would then be the faster way out, and it depends only weakly on temperature. Even for a trap far from the electrode, tunnelling by partly excited electrons lowers the heating factor from 49 to between about 11 and 13 if the transmission is weighted with the Boltzmann factor, depending on whether the weight is divided by $k_BT$. The numbers 49 and 2.25 thus illustrate the purely thermal model; they are not predictions for this film.

Fixed filling is a second restriction. With the rough values above, a trap in the middle of the film lies $2-1-0.5=0.5$ eV above the Fermi level of the left electrode: the electrode barrier, less the trap depth, less the drop of potential energy up to the trap. Electrons need heat to reach it, and warming to 358 K raises the Boltzmann factor for this about 23 times. They must also tunnel 5 nm from the left electrode. The thermal and tunnelling exponents for filling add up to about 41, against 15 for tunnelling out. With similar prefactors, filling alone then sets the rate of this trap, and the factor 23 replaces the 49. For traps at other positions the factor is different, because their levels lie higher or lower. With an attempt rate of $10^{13}$ per second, the mid-film trap would pass only about $10^{-5}$ electrons per second, and a trap at the most favourable position, near 4.5 nm from the left electrode, only about twice as many when returns to that electrode are included. A single trap per path with these rough values therefore does not explain the given leakage. A field 10 percent higher lowers this trap by another 0.05 eV, which multiplies the Boltzmann factor for thermal filling at 300 K by about 7. The filling rate itself rises somewhat less, by a factor of about 5, if the electrons tunnel from the electrode to the trap at the trap level, because the barrier on that side changes too.

At fixed $J$, the rate scales with area. Sides of 21 nm instead of 20 nm raise it by 10 percent.

| Case, one change at a time | Mean rate (1/s) | Mean interval |
|---|---:|---:|
| 20 nm sides, 1 MV/cm, 300 K | 2.5 | 0.40 s |
| 21 nm sides | 2.8 | 0.36 s |
| Field 10% higher | 5.6 | 0.18 s |
| Temperature 358 K | 120 | 8 ms |

The last two rows apply when $J$ was measured at the conditions of the first row, escape from the traps is purely thermal and their filling stays the same. The mid-film trap discussed above does not meet the last two conditions. If $10^{-7}$ A/cm² was itself measured at 358 K, the rate at 358 K is 2.5 per second.

**Direct tunnelling.** An electron at the Fermi level of the left electrode meets a barrier $\phi_b-eEx$, falling from 2 eV to 1 eV across the film. Its tunnelling exponent in the WKB approximation, with $m=0.2\,m_e$, is

$$S=\frac{2}{\hbar}\int_0^d\sqrt{2m(\phi_b-eEx)}\,dx.$$

Substitute $y=\phi_b-eEx$, so that $dx=-dy/(eE)$:

$$S=\frac{2\sqrt{2m}}{\hbar eE}\int_{\phi_b-eV}^{\phi_b}\sqrt y\,dy
=\frac{4\sqrt{2m}}{3\hbar eE}\left[\phi_b^{3/2}-(\phi_b-eV)^{3/2}\right]\approx56.$$

The transmission is roughly $e^{-S}$. Solving the wave equation for this barrier, with the same mass throughout and electrode band bottoms 2 eV below their Fermi levels, gives a log transmission of $-54.6$, against $-55.9$ from the exponent alone. The difference is a factor of about 3.5, small beside the exponential.

To obtain a current, sum over electron states, with a factor 2 for spin. Let $W$ be the energy of motion across the film, measured from the left Fermi level, and $W_\parallel$ the energy along it. For free electrons in the electrodes, $v_x\,dk_x=dW/\hbar$ and $d^2k_\parallel=2\pi m_e\,dW_\parallel/\hbar^2$. The numerical factors combine as

$$\frac{2e}{(2\pi)^3}\,\frac1\hbar\,\frac{2\pi m_e}{\hbar^2}=\frac{em_e}{2\pi^2\hbar^3}.$$

The Fermi function integrates over $W_\parallel$ to $k_BT\ln(1+e^{-W/k_BT})$. The right electrode has its Fermi level lower by $eV$, and subtracting its flow gives

$$J_t=\frac{em_ek_BT}{2\pi^2\hbar^3}\int e^{-S(W)}
\ln\frac{1+e^{-W/k_BT}}{1+e^{-(W+eV)/k_BT}}\,dW.$$

Here $S(W)$ is found by replacing $\phi_b$ with $\phi_b-W$, and any negative quantity under a power $3/2$ by zero. The result is about $4\times10^{-17}$ A/cm², or $4\times10^{-10}$ of the given leakage. This formula takes the transmission to depend on $W$ alone. If momentum along the film is conserved, the lighter mass in the film raises the barrier by a further $(m_e/m-1)W_\parallel=4W_\parallel$, which would make the current smaller still, by a factor of about 5. Image-force lowering of the electrode barrier, which would make it larger, is also neglected.

With these values, direct tunnelling cannot supply the current at 10 nm. The conclusion depends on the rough barrier and mass: 1.5 eV and $0.1\,m_e$ together would give about $10^{-6}$ A/cm² from the formula above, and about $10^{-7}$ A/cm², the given leakage itself, if momentum along the film is conserved. To close the gap, $S$ would have to fall by about $\ln(2.5\times10^9)\approx22$, if the prefactor changed little. At fixed voltage $S$ is proportional to $d$, so this would happen near 6 nm. The estimate does not exclude tunnelling between traps, whose separate steps are shorter.

### Reading the result for a real film

Films near 10 nm between TiN electrodes are a real form of hafnia ferroelectric capacitor, and the material values used here are rough but ordinary ones. Leakage varies by orders of magnitude with processing, field and electrical history, so $10^{-7}$ A/cm² is a given value, not a material constant. The path density and the spread of strengths are illustrative. The assumption most exposed at 20 nm is a uniform current density: the chosen paths give a relative spread of 0.82. Use at 358 K with a value of $J$ taken at 300 K could matter more: it moves the mean by a factor of about 49 in the purely thermal trap model with fixed filling. If electrons tunnel out of the traps instead, the change depends on how the traps are filled: for the mid-film trap of part (e), where slow thermal filling sets the rate, it is a factor of about 23. The applied field is one quarter of the rough breakdown field, but that ratio does not guarantee a lifetime, since defects can accumulate under stress. The linear stored charge also needs care, because 1 MV/cm is comparable with the field that switches such films.

The arithmetic $r=JA/e$ survives all these reservations if $J$ is the steady current density of the actual capacitor under its actual conditions. Further digits are in the numerical output.

## Calculated quantities

```
Leakage density: 1e-07 A/cm2
Side length: 20 nm
Area: 4e-12 cm2
Elementary charge: 1.602e-19 C
Current: 4e-19 A
Mean transit rate: 2.497 1/s
Mean interval: 0.4005 s
Trap position x/d: 0.3
Circuit charge, first hop: 0.3 e
Circuit charge, second hop: 0.7 e
J from simulated hops: 9.989e-08 A/cm2
Poisson probability of 0 in 1 s: 0.08236
Poisson probability of 1 in 1 s: 0.2056
Poisson probability of 2 in 1 s: 0.2567
Poisson probability of 3 in 1 s: 0.2136
F, equal trap rates: 0.5
F, trap rates 1:10: 0.8347
Time for 10% error, F=1: 40.05 s
Time for 10% error, equal trap rates: 20.03 s
Path density: 1e+12 1/cm2
Mean paths per device: 4
Probability of no path: 0.01832
Relative device spread, equal paths: 0.5
Log-width of path strengths: 1
Relative device spread, unequal paths: 0.8244
Film thickness: 10 nm
Voltage: 1 V
Field: 1 MV/cm
Static relative permittivity: 30
Capacitance: 1.063e-17 F
Linear stored charge: 66.32 electrons
Remanent polarization: 20 uC/cm2
Polarization reversal charge: 998.6 electrons
Linear charge / initial leakage: 26.56 s
First 10% lost, constant leakage: 2.656 s
First 10% lost, Poole-Frenkel: 4.189 s
Voltage step per electron: 15.08 mV
Trap depth: 1 eV
Optical relative permittivity: 4
Poole-Frenkel lowering: 0.3795 eV
Room temperature: 300 K
Hot temperature: 358 K
Leakage factor on heating: 48.85
Rate at hot temperature: 122 1/s
Leakage factor for 10% more field: 2.252
Area change for 1 nm longer sides: 10.25 %
Electrode barrier: 2 eV
Tunnelling mass: 0.2 electron masses
WKB exponent at Fermi level: 55.86
Log transmission from wave equation: -54.61
Direct tunnelling density: 3.989e-17 A/cm2
Direct tunnelling / leakage: 3.989e-10
Rough breakdown field: 4 MV/cm
Field / breakdown field: 0.25
```
